Free-Carrier Absorption Far Above the Fermi Energy: Short-Range and Coulomb Scatterers

**1. The question**

A transparent conducting film must carry current and pass light. The electrons that carry the current also absorb photons whose energy is too small to cross the gap. With a constant relaxation time, the Drude model makes this absorption fall as ω⁻² once ωτ ≫ 1. A photon of 1.5 eV, however, lifts an electron far above the Fermi energy, and the scattering needed there differs from the scattering that limits the dc mobility. How the absorption then depends on frequency is set by the scatterers.

The model is one isotropic parabolic band in three dimensions, with mass m, electron density n and Fermi energy E_F. Energies are counted from the band edge. The scatterers are static, identical and randomly placed, with density n_i; one of them has the potential v(q) in Fourier space. The refractive index n_r is constant, and the photon energy obeys ħω ≫ E_F. Then the absorption coefficient α falls as ω^(−3/2) for short-range scatterers and as ω^(−7/2) for unscreened Coulomb centres. Both laws are limits.

**2. Why a scatterer is needed**

The electron has charge −e. Let the light have vector potential A = A₀ ê cos ωt, uniform in space because the photon momentum is negligible. Expanding (p + eA)²/2m gives the coupling (e/m) A·p; the A² term is uniform and causes no transitions. The part of the cosine that varies as e^(−iωt) absorbs a photon:

H_abs = (eA₀/2m) ê·p e^(−iωt).

A plane wave k is an eigenstate of p, so this operator leaves k unchanged. The energy of a free electron would then also be unchanged, and no photon can be absorbed. A scatterer must supply the momentum ħq, where q = k′ − k.

**3. The two paths**

In second order the electron can reach k′ in two ways. Each contributes the product of two matrix elements divided by the initial energy minus the intermediate energy, with the photon counted.

If it scatters first, the intermediate state is k′ with the photon still present. The denominator is E_k − E_k′ = −ħω. If it absorbs first, the intermediate state is k with the photon gone, and the denominator is E_k + ħω − E_k = +ħω. With V_q the scattering matrix element,

M = (eA₀ħ/2m) V_q [ê·k′/(−ħω) + ê·k/(ħω)]
  = −(eA₀/2mω) (ê·q) V_q.

The opposite signs leave only the change of momentum. In a general band, where the light couples to the velocity u(k) = ∇E/ħ, the same two paths give the velocity difference:

M = −(eA₀/2ħω) ê·[u(k′) − u(k)] V_q.

This form neglects changes of Bloch overlap. As a test, the eigenstates of a small set of plane waves coupled by a weak potential were found by diagonalization. Their velocity matrix elements agree with the two-path result to about 1 part in 10⁵ of the largest element, for a parabolic and a non-parabolic band.

**4. From the amplitude to the absorption coefficient**

In a volume Ω, scatterers at positions R_j give V_q = (v(q)/Ω) Σ_j exp(−iq·R_j). For random positions and q ≠ 0, the cross terms in |V_q|² average to zero, so ⟨|V_q|²⟩ = n_i|v(q)|²/Ω. The golden rule gives the rate for one electron:

W = (2π/ħ)(e²A₀²/4m²ω²) n_i ∫ d³k′/(2π)³ (ê·q)² |v(q)|² δ(E_k′ − E_k − ħω).

The delta function fixes

k′² = k² + 2mω/ħ.

Since dE_k′ = (ħ²k′/m) dk′, the radial integral of k′² dk′ yields mk′/ħ². The full solid angle supplies 4π/(2π)³ = 1/(2π²). The Fermi sea is isotropic, so k and k′ may be rotated together, which replaces (ê·q)² by q²/3. Writing ⟨…⟩ for the average over the angle between k and k′,

W = (2π/ħ)(e²A₀²/4m²ω²)(mk′/2π²ħ²)(n_i/3) ⟨q²|v|²⟩
  = e²A₀² n_i k′ ⟨q²|v|²⟩ / (12π m ħ³ ω²).

The electric field amplitude is ωA₀, so the intensity is I = ½ n_r c ε₀ ω²A₀². The power absorbed per volume is nħωW. Their ratio is

α = n n_i e² k′⟨q²|v|²⟩ / (6π n_r c ε₀ m ħ² ω³),   (1)

to be averaged over the occupied k. Absorption minus stimulated emission carries the factor f_k(1 − f_k′) − f_k′(1 − f_k) = f_k − f_k′. At zero temperature and ħω > E_F, every final state is empty and this is f_k.

A golden-rule sum over a grid of final momenta, with fixed polarization and electrons starting at the Fermi momentum, tests the absolute value of (1). At 2 eV the two agree within 0.1 % for both kinds of scatterer.

**5. Short-range scatterers**

Let v(q) = g, a constant. With μ the cosine of the angle between k and k′, q² = k² + k′² − 2kk′μ. The last term averages to zero, so ⟨q²⟩ = k² + k′². Define

K² = 2mω/ħ,  x = E_k/ħω.

Then k² = xK² and k′² = (1 + x)K², and therefore

k′⟨q²⟩ = K³ (1 + x)^(1/2) (1 + 2x).

For x → 0 this is K³ ∝ ω^(3/2). Combined with ω⁻³ in (1),

α_s = n n_i e² g² (2m/ħ)^(3/2) ω^(−3/2) / (6π n_r c ε₀ m ħ²).   (2)

Relative to ω⁻³ the exponent gains 3/2: one half comes from the density of final states, and one comes from q². The first correction is 1 + x/2 + 2x = 1 + 5x/2. The mean energy in a three-dimensional Fermi sea is 3E_F/5, so the averaged factor begins as 1 + (3/2)E_F/ħω. It raises α most at low photon energy and makes the observed fall steeper than the limit.

**6. Coulomb centres**

For one unscreened elementary charge in a medium of static permittivity ε_s,

v(q) = e²/(ε₀ε_s q²),

up to a sign that drops out of |v|². Now q²|v|² ∝ 1/q², whose average is

⟨1/q²⟩ = ½ ∫₋₁¹ dμ/(k² + k′² − 2kk′μ)
  = (1/2kk′) ln[(k′ + k)/(k′ − k)]
  = (1/k′²)[1 + k²/(3k′²) + …].

The integral stays finite because k′ > k: absorption never has q = 0. Multiplying by k′ leaves 1/K ∝ ω^(−1/2) in the limit, and

α_C = n n_i e² (e²/ε₀ε_s)² (ħ/2m)^(1/2) ω^(−7/2) / (6π n_r c ε₀ m ħ²).   (3)

The two extra powers of 1/ω relative to (2) have one cause. The electron needs a momentum transfer close to ħK, and a Coulomb potential has |v(K)|² ∝ K⁻⁴ ∝ ω⁻².

The first correction combines 1/k′ = K⁻¹(1 − x/2 + …) with the bracket 1 + x/3 + …, which gives 1 − x/6. After the Fermi average it is 1 − (1/10)E_F/ħω, fifteen times smaller in size than for short-range scatterers.

Quadrature of (1) tests these limits. Between 1000 and 2000 E_F the exponents are −1.501 and −3.500. At 100 E_F the relative corrections, multiplied by ħω/E_F, are 1.504 and −0.100.

**7. Connection with the dc mobility**

For ωτ ≫ 1 and weak absorption, the Drude form is

α = ne²/(n_r c ε₀ m ω² τ(ω)).

Comparison with (1) defines a frequency-dependent rate:

1/τ(ω) = n_i k′⟨q²|v|²⟩/(6πħ²ω).

For short-range scatterers in the limit, k′⟨q²⟩ = K³ = K(2mω/ħ), so

1/τ(ω) = n_i g² mK/(3πħ³).

The golden rule for elastic scattering of an electron with wave number k gives

1/τ_el = (2π/ħ) n_i g² (mk/2π²ħ²) = n_i g² mk/(πħ³).

Thus the optical rate is one third of the elastic rate at energy ħω. The momentum-grid sum gives 0.3334 for this ratio, a test of the factor.

Scattering by a constant v(q) is isotropic, so τ_el at the Fermi energy is also the dc relaxation time τ_dc. Since τ_el varies as 1/k, equation (2) becomes

α_s = α_D × (1/3)(ħω/E_F)^(1/2),   (4)

where α_D is the Drude absorption with τ_dc held constant.

**8. A worked film**

Take m = 0.35 electron masses, n = 10²⁰ cm⁻³, ε_s = 10, n_r = 2 and a thickness of 200 nm. Let short-range scatterers alone give a mobility of 50 cm²/Vs, and let there be one singly charged donor per electron. The donors also scatter at dc: with the screened potential of section 9 they lower the mobility to about 37 cm²/Vs in first order, or about 34 cm²/Vs when the scattering is treated by phase shifts. Polar phonons (section 10) are left out of this figure and would lower it further.

The Fermi wave number is k_F = (3π²n)^(1/3) = 1.436 nm⁻¹, so E_F = ħ²k_F²/2m = 0.2245 eV. The mobility gives τ_dc = 9.95 fs. Inverting the elastic rate gives n_i g² = πħ³/(mk_Fτ_dc) = 0.0315 eV² nm³.

At 1.5 eV, α_D = 293.5 cm⁻¹. Equation (4) gives

α_s = 293.5 × (1/3) × (1.5/0.2245)^(1/2) = 253 cm⁻¹.

The full Fermi average raises this to 312 cm⁻¹, a factor of 1.23; the first correction alone gives 1 + 1.5 × 0.2245/1.5 = 1.22.

For the Coulomb centres, dividing (3) by (2) gives

α_C/α_s = n(e²/ε₀ε_s)²/(n_i g² K⁴).

Here e²/ε₀ε_s = 1.81 eV nm, n = 0.1 nm⁻³ and K = 3.712 nm⁻¹. The ratio is 0.327/(0.0315 × 190) = 0.055, so α_C = 13.8 cm⁻¹. The full average is 13.6 cm⁻¹.

The sum of the averages is 325 cm⁻¹. Over 200 nm, αd = 325 × 2×10⁻⁵ = 0.65 %. This is the single-pass absorption, without reflections or interference.

Between 1.0 and 2.5 eV the full average gives the local exponents −1.69 and −3.49. The Coulomb value lies close to its limit because its correction is small. The short-range value is still visibly steeper than −1.5, as section 5 requires.

The leading laws cross at 0.35 eV. That energy is close to E_F and to the screened plasma energy of 0.31 eV, so the crossing lies outside the regime of the derivation. It is a marker of relative strength and does not predict a visible kink.

**9. Screening and strong scattering by donors**

The mobile electrons screen the donors. In the Thomas-Fermi approximation, 1/q² becomes 1/(q² + κ²), with

κ² = 3ne²/(2ε₀ε_s E_F).

Here κ = 1.10 nm⁻¹. For q ≈ K the absorption is multiplied by (1 + κ²/K²)⁻² ≈ 1 − 2κ²/K², which tends to one at high frequency. The full average gives 0.77 at 1.0 eV and 0.90 at 2.5 eV, and the local exponent becomes −3.32.

These numbers overstate the screening. The Thomas-Fermi form is meant for q well below 2k_F = 2.87 nm⁻¹, whereas the typical transfer K is larger than this. The static Lindhard response gives 0.87 and 0.98 instead. In the random-phase approximation the electrons respond at the photon frequency; the factor then stays within about 2 % of one, and the exponent remains close to −3.5. The Thomas-Fermi potential is kept below as a simple model of the donor.

The amplitude of section 3 is of first order in v. A larger correction comes from the higher orders, in which the electron scatters repeatedly from the same donor. Let i and f be eigenstates of H = p²/2m + V for one donor. From [p, H] = −iħ∇V and E_f − E_i = ħω,

−ħω ⟨f|p|i⟩ = −iħ ⟨f|∇V|i⟩,
⟨f|p|i⟩ = (i/ω) ⟨f|∇V|i⟩.

This relation is not an expansion in V. With plane waves, ⟨f|∇V|i⟩ = iqV_q, and the amplitude of section 3 returns. With the true scattering waves, it includes repeated scattering from that one donor.

Such waves were computed for each angular momentum in the attractive screened potential. For very weak centres, averaged over an attractive and a repulsive one so that the next order in the strength cancels, they reproduce the plane-wave result to the six decimals printed, a test by a separate route. For the full donor charge, the Fermi-averaged absorption exceeds the screened plane-wave value by factors of 2.4, 2.6 and 2.8 at 1.0, 1.5 and 2.5 eV. The plane-wave estimate of the Coulomb part is therefore too low in magnitude. With Thomas-Fermi screening, both changes together give 13.6 × 0.839 × 2.60 ≈ 30 cm⁻¹ at 1.5 eV, and the local exponent becomes −3.15. These two values inherit the overstated screening. If the same waves are kept but the force ∇V is taken unscreened, as the weak screening at the photon frequency suggests, they become about 35 cm⁻¹ and −3.30.

The −7/2 law nevertheless returns at high frequency. A rapidly oscillating final wave selects distances of order 1/k′ from the donor. There the initial wave is close to its value at the centre, and the fast final wave is little disturbed. The absorption should therefore be the plane-wave result times the electron density at the donor, relative to a plane wave. For k = k_F that density is 2.80. The enhancement is 2.48 at 30 eV and 2.57 at 60 eV, and linear extrapolation in 1/k′ gives 2.78, within 1 % of the density. The exponent between these energies is −3.44. They lie far outside any real single band and serve only to test the mathematical limit.

**10. Other conditions on the laws**

*Range of the scatterer.* A constant v(q) requires Kb ≪ 1 for a scatterer of size b. Take instead v(q) = g exp(−q²b²/2) with b = 0.2 nm, holding n_i g² fixed and not readjusting it to the mobility. At 1.5 eV the absorption is halved, and the local exponent changes from −1.69 to −2.27. A scatterer that looks point-like to electrons at the Fermi energy need not look so to the optical transition.

*Band curvature.* Let E(1 + CE) = ħ²k²/2m with C = 0.3 eV⁻¹. Differentiation gives the velocity u = ħk/[m(1 + 2CE)]. For an electron starting at k = 0, the final-state density varies as k′²/u′ and the squared amplitude as u′²|v(k′)|²/ω², so

α ∝ ω⁻³ k′² u′ |v(k′)|².

Relative to the parabolic band, k′² grows by 1 + CE and u′ changes by (1 + CE)^(1/2)/(1 + 2CE), with E = ħω. At fixed m and n_i g² the short-range factor is

(1 + CE)^(3/2)/(1 + 2CE) = 1.45^(3/2)/1.90 = 0.92 at 1.5 eV.

For Coulomb centres, |v|² adds a factor (1 + CE)⁻², giving 0.44. The Coulomb exponent between 1.0 and 2.5 eV shifts by −0.65. The short-range shift is zero to three decimals because the factor has a minimum at CE = 1/2, near 1.7 eV, and happens to be almost equal at the two end points.

These numbers leave out the change of Bloch overlap, which depends on the material and can matter as much as the curvature. In a two-band Dirac-type model with the same E(k), and a scatterer potential that acts equally on both bands, the factors at 1.5 eV become about 0.80 and 0.38, and the exponent shifts become +0.16 and −0.49. The result depends on the model even in sign: a Kane model with one s band coupled to three p bands, the same E(k) and the same kind of potential gives about 0.57 and 0.27, with shifts of −0.49 and −1.14.

*Polar phonons.* Optical phonons couple with |v|² ∝ 1/q². Then q²|v|² is constant, k′ ∝ ω^(1/2), and (1) gives α ∝ ω^(−5/2), provided the phonon energy is far below ħω. The standard Fröhlich coupling replaces n_i|v|² by

(e²ħω_ph/2ε₀q²)(1/ε_∞ − 1/ε_s)(2N + 1),

where N is the thermal phonon number and 2N + 1 sums phonon absorption and emission. With ħω_ph = 0.05 eV, ε_∞ = n_r² = 4 and 300 K, it adds 55 cm⁻¹ at 1.5 eV, more than the donors do in this example.

*Temperature.* The line for 300 K in the numerical output shows zero for both factors. That is a numerical failure and must be disregarded: the search for the chemical potential used an absolute tolerance far larger than the energies in joules, so the occupations did not add up to n. The size of the effect follows from the Sommerfeld expansion at fixed n, which raises the mean energy by π²(k_BT)²/(4E_F). With k_BT = 0.026 eV this is about 0.007 eV. The factor 1 + 5x/2 then grows by 2.5 × 0.007/1.5 ≈ 0.012, so short-range absorption rises by about 1 %. The Coulomb factor 1 − x/6 changes by less than 0.1 %.

*Index and broadening.* Since α ∝ 1/n_r, the plasma reduction of the index, n_r² = ε_∞(1 − ω_p²/ω²), raises α by about 5 % at 1.0 eV. For short-range scattering at 1.5 eV, ħ/τ(ω) is about 5 % of the photon energy. The elastic rate is larger: ħ/τ_el in the final state is about 12 % of the photon energy. Both ratios are well below one, so the lowest order in the scattering is a reasonable first estimate. Collisions are not rare on the scale of a full optical period 2π/ω, however: there are about 0.7 to 0.8 of them per period.

**11. The model beside a real film**

The parameters are rough values in the regime of conducting amorphous indium zinc oxide, whose gap is roughly 3 eV or more. Such films can also be made with several times this electron density. At 5×10²⁰ cm⁻³ and the same mass, E_F would be 0.2245 × 5^(2/3) ≈ 0.66 eV, and 1.5 eV would no longer be far above it. Point-like scatterers are a doubtful assumption in a disordered oxide: at fixed n_i g², a range of 0.2 nm alone lowers the short-range result at 1.5 eV from 312 to about 156 cm⁻¹, or to about 193 cm⁻¹ if the strength is readjusted to keep the short-range mobility at 50 cm²/Vs. The model also omits correlated scatterer positions and absorption by states in the gap, whose sizes are not estimated here. The computed 0.65 % is thus an order-of-magnitude guide to free-carrier loss.

A measured exponent cannot identify the scatterer by itself. In this example finite range moves the short-range exponent to −2.27, while strong scattering moves the Coulomb exponent to between about −3.3 and −3.15, depending on how the screening is treated; polar phonons have −2.5 as their limit. An assignment needs the absolute absorption, the mobility and the band shape as well. The numerical output gives the remaining values.

Numbers as computed

```
mass 0.35 m_e; density 1.0e+20 cm^-3
static permittivity 10.0; refractive index 2.0
short-range mobility 50.0 cm2/Vs; tau 9.95 fs
kF 1.436 nm^-1; Fermi energy 0.2245 eV
n_i g^2 0.03151 eV^2 nm^3
effective Bohr radius 1.512 nm; kF*a 2.171
Thomas-Fermi wave number 1.100 nm^-1
final k at 1.5 eV from k=0: 3.712 nm^-1
amplitude errors, parabolic/non-parabolic: 1.2e-05 1.4e-05
grid-sum errors, short/Coulomb: 6.4e-04 8.5e-04
optical rate / elastic rate at photon energy: 0.3334
limiting exponents, short/Coulomb: -1.5011 -3.4999
first corrections x photon/EF: 1.5037 -0.0997
alpha in cm^-1: photon eV, short lead, full, Coulomb lead, full
  1.0  464.6  629.5  57.21  56.01
  1.5  252.9  311.7  13.84  13.64
  2.5  117.5  133.7  2.32  2.30
local exponents between 1.0 and 2.5 eV:
  short, full: -1.691
  Coulomb, full: -3.486
  screened Coulomb, Born: -3.318
  screened Coulomb, beyond Born: -3.151
  short with range 0.2 nm: -2.273
Drude alpha, constant dc tau, 1.5 eV: 293.5 cm^-1
leading laws cross at 0.351 eV
absorption alpha*d, 200 nm, 1.5 eV: 0.651 %
screening factor 0.771, beyond-Born factor 2.419 at 1.0 eV
screening factor 0.839, beyond-Born factor 2.597 at 1.5 eV
screening factor 0.900, beyond-Born factor 2.820 at 2.5 eV
radial-wave convergence shift: 1.3e-08
weak-centre partial-wave/Born ratio: 1.000000
density at centre for k=kF, relative: 2.801
high-energy beyond-Born factors, 30/60 eV: 2.484 2.570
their extrapolated limit: 2.779
full-strength exponent, 30 to 60 eV: -3.444
finite-range factor at 1.5 eV: 0.499
non-parabolicity 0.3 eV^-1; factors at 1.5 eV, short/Coulomb: 0.919 0.437
non-parabolic exponent shifts, short/Coulomb: -0.000 -0.649
300 K factors at 1.5 eV, short/Coulomb: 0.0000 0.0000
polar phonon 0.05 eV: alpha at 1.5 eV 55.2 cm^-1
screened plasma energy 0.314 eV; index factor on alpha at 1.0 eV 1.053
short-range broadening/photon energy at 1.5 eV: 0.0468
```
